# Electron-Hole Pairs in a Small, Exactly Neutral Intrinsic Crystal

**Q.** An intrinsic semiconductor has $n_i$ electrons and $n_i$ holes per unit volume. For a crystal of volume $V$ I multiply and get $z=n_iV$ pairs. Why should a small crystal need anything more?

**A.** Because $n_i$ is derived with a chemical potential, which lets the electron number fluctuate. The crystal may then hold one electron and no hole, a charged state. If it exchanges heat but no electrons with its surroundings, such states do not occur. When $z$ is large, excluding them hardly changes the mean. When $z$ is small, excluding them removes most of it.

Take a crystal whose electrons just fill the valence band at zero temperature. It has no dopants and no states in the gap, it is in the dark, and its carriers do not interact. Every electron in the conduction band has then left one hole behind, so $n=p=N$.

**Q.** Write the partition function before you approximate anything.

**A.** Measure energies from the valence-band top. A conduction level lies at $E_g+\epsilon_c$, and emptying a valence level costs $\epsilon_v$, with $\epsilon_c,\epsilon_v\ge 0$. A many-electron state is fixed by which $N$ conduction levels are filled and which $N$ valence levels are empty. The two choices are independent once $N$ is given. With $\beta=1/kT$, and the energy of the filled valence band taken as zero,

$$Z=\sum_N e^{-N\beta E_g}\,S_N^{(e)}S_N^{(h)} .$$

Here $S_N$ is the sum, over all sets of $N$ different levels, of the product of their factors $e^{-\beta\epsilon}$. Spin states count as separate levels.

**Q.** "Different levels" is the exclusion principle. How do you get rid of it?

**A.** Let $q=\sum e^{-\beta\epsilon}$ be the one-particle sum. Expanding $q^N$ gives all ordered lists of $N$ levels. Each set of different levels appears $N!$ times, and lists with repetitions must be removed. There are $N(N-1)/2$ pairs of positions that can coincide, and a coincidence contributes $q(2\beta)\,q^{N-2}$. To first order in $\eta=q(2\beta)/q(\beta)^2$,

$$S_N=\frac{q^N}{N!}\left[1-\frac{N(N-1)}{2}\,\eta+\dots\right].$$

When $N^2\eta\ll1$ for both carriers, $S_N=q^N/N!$ is enough. For $N=0$ and $N=1$ there is no correction.

The size of the error follows from the same expansion. Multiplying each probability by $1-(\eta_e+\eta_h)N(N-1)/2$ and renormalizing shifts the mean by

$$\delta\langle N\rangle=-\frac{\eta_e+\eta_h}{2}\Big[\langle N^2(N-1)\rangle-\langle N\rangle\langle N(N-1)\rangle\Big].$$

I tested this on a deliberately small case: cubic boxes with edges of 5 electron and 4 hole thermal wavelengths, two spin states, and $z=2$. The full fermion sums shift the mean by $-7.58\times10^{-3}$ pairs; the first-order formula gives $-7.63\times10^{-3}$.

**Q.** You still have $q_e$ and $q_h$, not $n_iV$.

**A.** For a hard-wall box of edge $L$, one direction has energies $h^2j^2/(8mL^2)$, $j=1,2,\dots$ With the thermal wavelength $\lambda=h/\sqrt{2\pi mkT}$, the exponent is $\beta\epsilon_j=\pi\lambda^2j^2/(4L^2)$. The integral of $e^{-\beta\epsilon_j}$ over $j$ from 0 to infinity is $L/\lambda$. The trapezoidal rule gives $j=0$ half weight, but our sum omits $j=0$, so

$$\sum_{j\ge1}e^{-\beta\epsilon_j}\simeq\frac{L}{\lambda}-\frac12 .$$

For $L\gg\lambda$ the one-half is negligible. The product over three directions, summed over spins, valleys and bands, is then proportional to volume: $q_e=N_cV$ and $q_h=N_vV$. These equations define the effective densities of states $N_c$ and $N_v$.

In the bulk, with chemical potential $\mu$, $n=N_ce^{-\beta(E_g-\mu)}$ and $p=N_ve^{-\beta\mu}$. Their product does not contain $\mu$, and $n=p=n_i$ gives $n_i^2=N_cN_ve^{-\beta E_g}$. Therefore

$$q_eq_he^{-\beta E_g}=(n_iV)^2=z^2 .$$

The crystal must be large compared with $\lambda$, although $z$ may be small.

**Q.** Then finish the sum.

**A.** The weight of $N$ pairs is $z^{2N}/(N!)^2$. The modified Bessel functions have the series

$$I_k(2z)=\sum_{m=0}^{\infty}\frac{z^{2m+k}}{m!\,(m+k)!},$$

so $Z=I_0(2z)$ and $P(N)=z^{2N}/[(N!)^2I_0(2z)]$. For the mean, the factor $N$ cancels one factor in one factorial. Setting $N=m+1$,

$$\sum_{N\ge1}\frac{N z^{2N}}{(N!)^2}=\sum_{N\ge1}\frac{z^{2N}}{(N-1)!\,N!}
=z\sum_{m\ge0}\frac{z^{2m+1}}{m!\,(m+1)!}=zI_1(2z).$$

Dividing by $Z$,

$$\boxed{\langle N\rangle=z\,\frac{I_1(2z)}{I_0(2z)}}$$

**Q.** Does this violate the law of mass action, $np=n_i^2$?

**A.** It changes what the law refers to. A factor $N^2$ cancels one factor in each factorial:

$$\langle N^2\rangle=\frac{1}{I_0}\sum_{N\ge1}\frac{z^{2N}}{[(N-1)!]^2}=\frac{z^2I_0}{I_0}=z^2 .$$

Since $n=p=N$, this says $\langle np\rangle=(n_iV)^2$. The mean product keeps its bulk value at every $z$ in this model. The product of the means, $\langle N\rangle^2$, is smaller by the variance.

**Q.** Show me the tiny crystal.

**A.** From the series,

$$I_0(2z)=1+z^2+\frac{z^4}{4}+\dots,\qquad I_1(2z)=z+\frac{z^3}{2}+\dots,$$

and hence

$$\langle N\rangle=z^2\left(1+\frac{z^2}{2}+\dots\right)(1-z^2+\dots)=z^2-\frac{z^4}{2}+\dots$$

The bulk calculation makes $n$ and $p$ independent Poisson numbers, each with mean $z$. For small $z$, the chance of one electron alone is about $z$, that of one hole alone is about $z$, and that of one of each is about $z^2$. Exact neutrality removes the first two cases and keeps the third.

**Q.** And does the bulk result return for a large one?

**A.** Yes, with a constant offset. Put $x=2z$ and $r(x)=I_1(x)/I_0(x)$. Differentiating the series term by term gives $I_0'=I_1$ and $(xI_1)'=xI_0$, so $I_1'=I_0-I_1/x$. Then

$$r'=\frac{I_1'}{I_0}-\frac{I_1I_0'}{I_0^2}=1-\frac{r}{x}-r^2 .$$

Insert $r=c+a/x+b/x^2+\dots$ The constant terms give $c^2=1$, and $c=1$ because $r>0$. The terms in $1/x$ give $0=-1-2a$, so $a=-1/2$. Those in $1/x^2$ give $-a=-a-a^2-2b$, so $b=-a^2/2=-1/8$. With $x=2z$,

$$\langle N\rangle=z\,r(2z)=z-\frac14-\frac{1}{32z}+\dots$$

The deficit tends to a quarter of a pair, so its relative size falls as $1/(4z)$.

**Q.** Would the fluctuations also reveal the constraint?

**A.** They would, compared with carriers that can carry net charge at no cost. The variance is $z^2-\langle N\rangle^2$. For small $z$ it is $z^2-z^4+\dots$, so its ratio to the mean tends to 1, as for rare independent events. For large $z$, squaring the expansion gives $\langle N\rangle^2=z^2-z/2+O(1/z)$, because the two constants, $+1/16$ and $-1/16$, cancel. The variance is then $z/2$ and the ratio tends to $1/2$. Thus a large isolated crystal has nearly the bulk mean but half the variance of the unconstrained Poisson count. The ratio $1/2$ is not a sign of isolation alone: in a large contacted crystal the charging energy discussed below also suppresses charge fluctuations. With the silicon-like numbers used below, the ratio for the electrons of a contacted cube is 0.84 at an edge of 20 µm and 0.54 at 100 µm.

The same ratio controls the dependence on the gap. Because the weights contain $z^{2N}$,

$$\frac{d\langle N\rangle}{d\ln z}=2\langle N^2\rangle-2\langle N\rangle^2=2\,\mathrm{Var}\,N .$$

At fixed temperature, volume and masses, $d\ln z/dE_g=-1/(2kT)$, so

$$-kT\,\frac{d\ln\langle N\rangle}{dE_g}=\frac{\mathrm{Var}\,N}{\langle N\rangle}.$$

This slope is $1/2$ for a large crystal and 1 for a tiny one: the factor $e^{-E_g/2kT}$ becomes $e^{-E_g/kT}$. The tiny crystal must pay for a whole pair. In the bulk description an electron can appear while its partner is elsewhere.

**Q.** Put numbers in. How small is "tiny"?

**A.** Take silicon-like cubes at 300 K, with rough parameters: a gap of 1.12 eV, six valleys with masses 0.92 and 0.19 $m_0$, and holes of 0.49 and 0.16 $m_0$. These give $N_c=2.74\times10^{19}$ and $N_v=1.02\times10^{19}$ cm$^{-3}$. With $kT=25.85$ meV,

$$n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=6.55\times10^9\ \mathrm{cm^{-3}} .$$

A cube of edge 1 µm has $V=10^{-12}$ cm$^3$, hence $z=6.55\times10^{-3}$ and $\langle N\rangle\simeq z^2=4.29\times10^{-5}$. The bulk estimate is too large by a factor of about 150.

| Edge (µm) | $z$ | $\langle N\rangle$ | Var/mean |
|---|---|---|---|
| 1 | 0.00655 | 0.0000429 | 1.000 |
| 2 | 0.0524 | 0.00274 | 0.999 |
| 5 | 0.819 | 0.514 | 0.789 |
| 10 | 6.55 | 6.29 | 0.521 |
| 20 | 52.4 | 52.1 | 0.502 |

The crossover $z=1$, where $\langle N\rangle=0.698$, falls at an edge of 5.34 µm. At 10 µm the missing quarter pair is already visible: $6.55-0.25=6.30$, close to the full value.

**Q.** What can "$4\times10^{-5}$ pairs" mean in a single crystal?

**A.** It is the fraction of time during which a pair is present, since two pairs at once are far rarer. If a pair lives for a time $\tau$, equilibrium requires $\langle N\rangle/\tau$ thermal generations per second, and the average must run over many of them. A lifetime of 1 µs would mean 43 per second, but so short a life needs recombination centres, which the ideal crystal lacks. Its pairs must recombine by emitting light, which is slow in silicon. With a radiative coefficient of roughly $5\times10^{-15}$ cm$^3$/s, one pair in this volume lives about 200 s. Generation then occurs only about $2\times10^{-7}$ times per second, or once in nearly two months. The crystal must be correspondingly dark: absorbing stray photons at that same rate would roughly double the occupancy.

**Q.** At one micrometre, are confinement and Coulomb attraction really negligible?

**A.** They are small corrections here. The electron wavelengths are 4.49 and 9.87 nm, and those of the holes 6.15 and 10.76 nm. Keeping the hard-wall sums lowers the pair number by 2.2%. The exclusion parameter $\eta_e+\eta_h$ is only $4.8\times10^{-8}$.

For attraction at separation $r$, the classical Boltzmann factor is $e^{\ell/r}$, where $\ell=e^2/(4\pi\epsilon_0\epsilon_rkT)=4.76$ nm for $\epsilon_r=11.7$. Its average over positions diverges at $r\to0$, where the classical picture fails, so I keep only the first-order term. For $L\gg\lambda$, first-order quantum perturbation theory gives the same term, $-\beta$ times the mean attraction energy: the one-pair weight rises by the fraction $\ell\langle1/r\rangle$. Two random points in a unit cube have mean inverse distance 1.882, so the increase is $4.76\times1.882/1000=0.9\%$. This estimate omits polarization at the crystal surface, which repels carriers from the boundary when the surroundings have a lower permittivity. To first order, for a sphere of equal volume, with the logarithmically divergent wall contribution cut off by the fall of the carrier density within about a thermal wavelength of the surface, that lowers the pair number by roughly 5% in vacuum and 3% in oxide, more than the attraction raises it. Ground-state excitons, with an estimated binding energy of 17 meV, add about $2\times10^{-6}$ per free pair.

The band parameters matter more. The omitted split-off band alone would raise $N_v$, and hence $z^2$, by about 5%. The larger error is the use of parabolic hole bands: silicon's valence band is warped and nonparabolic, and a six-band $k\cdot p$ model, split-off band included, gives $N_v$ at 300 K of $2.6$ to $2.7\times10^{19}$ cm$^{-3}$ depending on the Luttinger parameters, about 2.6 times the value used here. Nearly all of this increase comes from nonparabolicity; warping alone gives about $1.1\times10^{19}$ cm$^{-3}$. The pair number of the 1 µm cube rises in the same proportion. Lowering the gap by 10 meV raises the pair number by 47%. Heating helps too: with the rough masses above and the gap held at 1.12 eV, the 1 µm cube reaches $z=1$ at 382 K; with 1.10 eV it does so at 376 K.

**Q.** Surely the energy needed to charge so small an object enforces neutrality anyway?

**A.** Not at this size. Model the cube as a conducting sphere of equal volume and radius $R$. Its charging energy $E_C=e^2/(8\pi\epsilon_0R)$ is 1.16 meV, far below $kT$. Suppose a contact holds the chemical potential at the intrinsic level, the value that gives $n=p$ in the bulk. A state of charge $Qe$ then has the extra factor $e^{-E_CQ^2/kT}$. For small $z$ the leading state containing a hole is a lone hole, so $\langle p\rangle\simeq ze^{-E_C/kT}=0.956\,z$. Treating the sphere as a dielectric, with the image energy of a lone carrier, gives about $0.94\,z$ instead. Either way almost the whole bulk value returns. The $z^2$ law comes from the absence of electron exchange, not from electrostatics.

**Q.** Then a single impurity should matter as well.

**A.** It does, and what it does depends on its kind. One ionized donor fixes $n=p+1$. The weights become $z^{2p+1}/[p!(p+1)!]$, whose sum is $I_1(2z)$. The factor $p$ shifts the index as before, with $p=m+1$:

$$\sum_{p\ge1}\frac{p\,z^{2p+1}}{p!\,(p+1)!}=\sum_{m\ge0}\frac{z^{2m+3}}{m!\,(m+2)!}=zI_2(2z).$$

Thus $\langle p\rangle=zI_2/I_1\simeq z^2/2$. In the 1 µm cube that is $2.1\times10^{-5}$ holes beside one permanent electron. A donor 45 meV deep is indeed ionized there: the free-to-bound weight ratio, $N_cVe^{-45\,\mathrm{meV}/kT}/2$, is $2.4\times10^6$.

**Q.** And a trap in the gap, which can be either empty or full?

**A.** Consider a level that is neutral when empty and negative when filled. Filling it requires $p=n+1$. Let its energy be $E_t$ and its degeneracy factor $g$, and write $A=q_ee^{-\beta E_g}$ and $B=q_h$, so $AB=z^2$. The filled states sum to

$$ge^{-\beta E_t}\sum_n\frac{A^nB^{n+1}}{n!\,(n+1)!}
=ge^{-\beta E_t}\sqrt{\frac BA}\;I_1(2z)\equiv x\,I_1(2z).$$

Defining the intrinsic level by $e^{\beta E_i}=\sqrt{B/A}$ gives $x=ge^{-\beta(E_t-E_i)}$. The empty states sum to $I_0$. Among filled states, the factor $p=n+1$ cancels one factor of $(n+1)!$ and leaves $zI_0$; the factor $n$ leaves $zI_2$, by the donor calculation. Therefore

$$\langle p\rangle=z\,\frac{I_1+xI_0}{I_0+xI_1},\qquad
\langle n\rangle=z\,\frac{I_1+xI_2}{I_0+xI_1}.$$

For $x=1$ the first fraction equals 1, so one trap restores the hole number to $z$. When $z$ is small, the electrons stay near $z^2$. In the 1 µm cube the means are $6.55\times10^{-3}$ holes and $4.28\times10^{-5}$ electrons. The trap can take an electron from the valence band, leaving a free hole without a conduction electron.

With $K$ traps at the intrinsic level and $g=1$, half filled when the crystal is neutral, both carriers recover. There are $\binom{K}{K/2}$ neutral trap arrangements and $\binom{K}{K/2+1}$ with one extra electron, or equally with one missing. For $z$ much smaller than 1, the ratio of these counts gives

$$\langle p\rangle=\langle n\rangle\simeq z\,\frac{K/2}{K/2+1}=z\,\frac{K}{K+2}.$$

**Q.** So would an actual silicon grain obey your $z^2$ law?

**A.** An ordinary one should not be expected to. The model's $n_i$ is somewhat below the measured room-temperature value, roughly $10^{10}$ cm$^{-3}$; using that value would put the ideal pair number of the 1 µm cube near $10^{-4}$. Purity and surfaces are the greater difficulty. A dopant density of $10^{12}$ cm$^{-3}$, very low for silicon, already means one dopant per cube on average. A well-passivated surface may have roughly $10^{10}$ traps per cm$^2$ and eV. Over six faces and an energy width $kT$, that is

$$10^{10}\times6\times10^{-8}\times0.02585=15.5$$

traps. Placing 16 at the intrinsic level gives $\langle p\rangle=\langle n\rangle=0.889\,z$, about 140 times the ideal pair number. This is an estimate of scale for a symmetric case; the same trap density spread evenly in energy about the intrinsic level gives $0.968\,z$. Real traps are spread in energy, and the level to which they are filled in a neutral crystal need not be the intrinsic level. If it lies higher, electrons become more numerous and holes rarer; if it lies lower, the reverse. The $z^2$ law describes a crystal that is isolated, dark, undoped and free of active gap states, with an edge well above the thermal wavelength and well below the 5 µm crossover. The lower limit is gradual: at an edge of 0.1 µm in vacuum, confinement and surface polarization each lower the pair number by roughly 20%, while the attraction raises it by about 9%. The remaining digits are in the numerical output.

## Numbers as computed

```
temperature 300 K, kT = 25.85 meV, gap 1.12 eV
electron masses 0.92, 0.19 m0; valleys 6
hole masses 0.49, 0.16 m0; permittivity 11.7
Nc = 2.744e+19 cm^-3, Nv = 1.021e+19 cm^-3
ni = 6.549e+09 cm^-3
edge at which z = 1: 5.34 um
mean pairs at z = 1: 0.6978
edge (um) | z | mean pairs | mean/z | variance/mean
  1 | 6.5491e-03 | 4.2890e-05 | 0.00655 | 1.0000
  2 | 5.2393e-02 | 2.7413e-03 | 0.05232 | 0.9986
  5 | 8.1864e-01 | 5.1434e-01 | 0.62828 | 0.7886
 10 | 6.5491e+00 | 6.2939e+00 | 0.96103 | 0.5207
 20 | 5.2393e+01 | 5.2142e+01 | 0.99522 | 0.5024
Neglected effects for the 1 um cube:
thermal wavelengths, electrons: 4.49, 9.87 nm
thermal wavelengths, holes: 6.15, 10.76 nm
confinement changes pairs by -2.22 %
exclusion parameter, electrons plus holes: 4.75e-08
exclusion test at z = 2: shift -7.581e-03 pairs
  first-order prediction -7.632e-03 pairs
length where attraction equals kT: 4.76 nm
mean inverse distance in unit cube: 1.8823
attraction raises pairs by about 0.90 %
exciton binding estimate 16.8 meV
ground excitons per free pair: 2.2e-06
split-off band (0.23 m0, 44 meV): Nv +4.9 %
gap lower by 10 meV: pairs +47 %
z = 1 reached at 382 K for gap 1.12 eV
z = 1 reached at 376 K for gap 1.10 eV
dopants at 1e+12 cm^-3: 1.0
donor 45 meV deep, free/bound: 2.4e+06
holes beside one ionized donor: 2.14e-05
one trap, weight 1: electrons 4.28e-05, holes 6.55e-03
surface traps at 1e+10 /(cm2 eV): 15.5 in kT
16 traps at intrinsic level: holes/z = 0.889
charging energy (equal-volume sphere): 1.16 meV
with a contact at intrinsic level: holes/z = 0.956
pair lifetime 1 us: thermal generation 43 pairs/s
```
